# From Small-Capacitor Breakdown to the 100 ppm Lifetime of Large Gates: a numerical check

```python
# Result under test: the time at which a fraction q of large gates has failed is
#   t_q = eta_s * (-ln(1-q) / N)**(1/beta)
# eta_s : 63.2 percent breakdown time of small capacitors (s)
# beta  : Weibull slope;  N : area ratio large/small;  q : allowed failed fraction
# Assumed: independent, alike areas; first breakdown is failure; same V and T.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import norm, weibull_min

rng = np.random.default_rng(12345)

# Rough model parameters, regime of a 2 nm silicon dioxide gate film
beta, N, q = 1.2, 1000, 1e-4
eta_s = 1.0e4            # s
area_s = 1.0e-6          # cm2
area_l = N * area_s      # cm2
thickness = 2.0          # nm
v_stress = 3.0           # V
temp_stress = 398.0      # K
n_volt = 44.0            # exponent in lifetime ~ V**(-n)
goal = 10 * const.Julian_year   # s


def lifetime(slope, scale=eta_s):
    """Derived formula for the large-gate lifetime at failed fraction q."""
    return scale * (-np.log1p(-q) / N) ** (1 / slope)


def failed_large(t, scale):
    """Definition: one minus the chance that all N small areas survive."""
    f_small = weibull_min.cdf(t, beta, scale=scale)
    return -np.expm1(N * np.log1p(-f_small))


area_factor = N ** (1 / beta)
percent_factor = (-np.log1p(-q)) ** (-1 / beta)
eta_l = eta_s / area_factor
t_q = lifetime(beta)
t_approx = eta_s * (q / N) ** (1 / beta)

# 100 ppm time from the definition, by root finding
root = np.exp(brentq(lambda x: failed_large(np.exp(x), eta_s) - q,
                     np.log(eta_s * 1e-9), np.log(eta_s * 1e-2)))
assert abs(root / t_q - 1) < 1e-6
assert abs(t_approx / t_q - 1) < 1e-4
q_small = weibull_min.cdf(t_q, beta, scale=eta_s)
assert abs(q_small / (1 - (1 - q) ** (1 / N)) - 1) < 1e-6

# Explicit weakest links: minima over N random cells, uniform and non-uniform
spread = 0.5             # standard deviation of ln(local scale time)
minima, minima_spread = [], []
for _ in range(20):
    cells = eta_s * rng.weibull(beta, size=(1000, N))
    minima.append(cells.min(axis=1))
    cells *= np.exp(spread * rng.standard_normal((1000, N)))
    minima_spread.append(cells.min(axis=1))
minima = np.concatenate(minima)
minima_spread = np.concatenate(minima_spread)
p63 = 1 - np.exp(-1)
eta_l_sim = np.quantile(minima, p63)
slope_sim = np.pi / np.sqrt(6) / np.std(np.log(minima))
assert abs(eta_l_sim / eta_l - 1) < 0.04      # sampling error about 0.8 percent
assert abs(slope_sim / beta - 1) < 0.04       # sampling error about 0.8 percent
spread_factor = np.exp(-beta * spread ** 2 / 2)
spread_sim = np.quantile(minima_spread, p63) / eta_l_sim
assert abs(spread_sim / spread_factor - 1) < 0.05   # sampling error of a ratio

# Sensitivity to the slope
sens = np.log(N / -np.log1p(-q)) / beta ** 2
step = 1e-4
sens_num = np.log(lifetime(beta + step) / lifetime(beta - step)) / (2 * step)
assert abs(sens_num / sens - 1) < 1e-6

# Voltage for a ten-year lifetime at the same temperature
v_use = v_stress * (t_q / goal) ** (1 / n_volt)
v_root = brentq(lambda v: failed_large(goal, eta_s * (v / v_stress) ** -n_volt) - q,
                1.2, 2.0)
assert abs(v_root / v_use - 1) < 1e-6
v_low_n = v_stress * (t_q / goal) ** (1 / (n_volt - 4))
v_high_n = v_stress * (t_q / goal) ** (1 / (n_volt + 4))

# Sampling error: maximum-likelihood fits to many sets of 100 capacitors
n_caps, n_sets = 100, 2000
logs = np.log(rng.weibull(beta, size=(n_sets, n_caps)))
low, high = np.full(n_sets, 0.4), np.full(n_sets, 4.0)
for _ in range(45):
    mid = (low + high) / 2
    weights = np.exp(mid[:, None] * logs)
    score = (weights * logs).sum(1) / weights.sum(1) - 1 / mid - logs.mean(1)
    high = np.where(score > 0, mid, high)
    low = np.where(score > 0, low, mid)
fit_slope = (low + high) / 2
fit_scale = eta_s * np.exp(fit_slope[:, None] * logs).mean(1) ** (1 / fit_slope)
fit_life = lifetime(fit_slope, fit_scale)
slope_sd = fit_slope.std()
slope_sd_theory = np.sqrt(6) / np.pi * beta / np.sqrt(n_caps)
assert abs(slope_sd / slope_sd_theory - 1) < 0.12   # large-sample formula
life_5, life_95 = np.quantile(fit_life, [0.05, 0.95])
assert life_5 < t_q < life_95

# Lognormal law with the same mean and standard deviation of ln(t)
mean_log = np.log(eta_s) - np.euler_gamma / beta
sd_log = np.pi / np.sqrt(6) / beta


def log_moment(power):
    """Moments of ln(t/eta_s) by quadrature over the Weibull density."""
    return quad(lambda u: (u / beta) ** power * np.exp(u - np.exp(u)),
                -40, 5, limit=200)[0]


m1, m2 = log_moment(1), log_moment(2)
assert abs(np.log(eta_s) + m1 - mean_log) < 1e-6
assert abs(np.sqrt(m2 - m1 ** 2) - sd_log) < 1e-6
t_lognormal = np.exp(mean_log + sd_log * norm.ppf(q_small))
f_log = norm.cdf((np.log(t_lognormal) - mean_log) / sd_log)
assert abs((1 - (1 - f_log) ** N) / q - 1) < 1e-5
assert t_lognormal > 100 * t_q

# Extrinsic defects scattered at random
density = 1.0            # per cm2, rough
defect_fraction = -np.expm1(-density * area_l)
pieces = 10 ** 6
defect_product = -np.expm1(pieces * np.log1p(-density * area_l / pieces))
assert abs(defect_product / defect_fraction - 1) < 1e-6
density_max = -np.log1p(-q) / area_l

# Voltage lost in series resistance, current density held at its full-V value
current_density, resistance = 30.0, 10.0     # A/cm2, ohm; rough
drop_s = current_density * area_s * resistance
drop_l = current_density * area_l * resistance
gain_s = (1 - drop_s / v_stress) ** -n_volt
gain_l = (1 - drop_l / v_stress) ** -n_volt

# Cooler use
energy_act, temp_use = 0.6, 358.0            # eV, K; rough
k_ev = const.k / const.e
gain_temp = np.exp(energy_act / k_ev * (1 / temp_use - 1 / temp_stress))

print(f"Weibull slope: {beta:.1f}")
print(f"area ratio: {N}")
print(f"allowed failed fraction: {q * 1e6:.0f} ppm")
print(f"small capacitor area: {area_s:.1e} cm2")
print(f"large gate area: {area_l:.1e} cm2")
print(f"oxide thickness: {thickness:.1f} nm")
print(f"stress voltage: {v_stress:.1f} V")
print(f"stress voltage / thickness: {v_stress / thickness * 10:.1f} MV/cm")
print(f"stress temperature: {temp_stress:.0f} K")
print(f"small-capacitor 63 % lifetime: {eta_s:.2e} s")
print(f"failed fraction at that time: {100 * p63:.1f} %")
print(f"area factor (divide by): {area_factor:.1f}")
print(f"large-gate 63 % lifetime: {eta_l:.2f} s")
print(f"same, from simulated minima: {eta_l_sim:.2f} s")
print(f"slope of simulated minima: {slope_sim:.3f}")
print(f"percentile factor (divide by): {percent_factor:.0f}")
print(f"total factor (divide by): {eta_s / t_q:.3e}")
print(f"lifetime ratio t_q/eta_s: {t_q / eta_s:.3e}")
print(f"large-gate 100 ppm lifetime: {t_q:.4e} s = {t_q * 1e3:.1f} ms")
print(f"same, from root finding: {root:.4e} s")
print(f"relative error of small-q form: {abs(t_approx / t_q - 1):.1e}")
print(f"small-capacitor failed fraction then: {q_small:.3e}")
print(f"sensitivity d ln t / d slope: {sens:.2f}")
for trial in (1.0, 1.1, 1.3):
    print(f"100 ppm lifetime for slope {trial:.1f}: {lifetime(trial) * 1e3:.2f} ms")
print(f"ten-year goal: {goal:.3e} s")
print(f"lifetime gain needed: {goal / t_q:.2e}")
print(f"voltage exponent: {n_volt:.0f}")
print(f"ten-year voltage: {v_use:.2f} V")
print(f"ten-year voltage, exponent {n_volt - 4:.0f}: {v_low_n:.2f} V")
print(f"ten-year voltage, exponent {n_volt + 4:.0f}: {v_high_n:.2f} V")
print(f"capacitors per simulated fit: {n_caps}")
print(f"standard deviation of fitted slope: {slope_sd:.3f}")
print(f"same, large-sample formula: {slope_sd_theory:.3f}")
print(f"fitted lifetime, 5th percentile: {life_5 * 1e3:.1f} ms")
print(f"fitted lifetime, 95th percentile: {life_95 * 1e3:.1f} ms")
print(f"lognormal 100 ppm lifetime: {t_lognormal:.1f} s")
print(f"lognormal / Weibull lifetime: {t_lognormal / t_q:.0f}")
print(f"local spread of ln(scale time): {spread:.1f}")
print(f"lifetime factor from local spread: {spread_factor:.3f}")
print(f"same, simulated: {spread_sim:.3f}")
print(f"assumed defect density: {density:.1f} per cm2")
print(f"large gates with a defect: {defect_fraction * 1e6:.0f} ppm")
print(f"defect density giving 100 ppm: {density_max:.3f} per cm2")
print(f"stress current density: {current_density:.0f} A/cm2")
print(f"series resistance: {resistance:.0f} ohm")
print(f"voltage drop, small capacitor: {drop_s * 1e3:.2f} mV")
print(f"voltage drop, large gate (upper): {drop_l * 1e3:.0f} mV")
print(f"lifetime factor of drop, small: {gain_s:.4f}")
print(f"lifetime factor of drop, large (upper): {gain_l:.0f}")
print(f"activation energy: {energy_act:.1f} eV")
print(f"cooler use temperature: {temp_use:.0f} K")
print(f"lifetime factor from cooler use: {gain_temp:.1f}")
print("all good")
```

Running it gives:

```
Weibull slope: 1.2
area ratio: 1000
allowed failed fraction: 100 ppm
small capacitor area: 1.0e-06 cm2
large gate area: 1.0e-03 cm2
oxide thickness: 2.0 nm
stress voltage: 3.0 V
stress voltage / thickness: 15.0 MV/cm
stress temperature: 398 K
small-capacitor 63 % lifetime: 1.00e+04 s
failed fraction at that time: 63.2 %
area factor (divide by): 316.2
large-gate 63 % lifetime: 31.62 s
same, from simulated minima: 31.59 s
slope of simulated minima: 1.198
percentile factor (divide by): 2154
total factor (divide by): 6.813e+05
lifetime ratio t_q/eta_s: 1.468e-06
large-gate 100 ppm lifetime: 1.4679e-02 s = 14.7 ms
same, from root finding: 1.4679e-02 s
relative error of small-q form: 4.2e-05
small-capacitor failed fraction then: 1.000e-07
sensitivity d ln t / d slope: 11.19
100 ppm lifetime for slope 1.0: 1.00 ms
100 ppm lifetime for slope 1.1: 4.33 ms
100 ppm lifetime for slope 1.3: 41.25 ms
ten-year goal: 3.156e+08 s
lifetime gain needed: 2.15e+10
voltage exponent: 44
ten-year voltage: 1.75 V
ten-year voltage, exponent 40: 1.66 V
ten-year voltage, exponent 48: 1.83 V
capacitors per simulated fit: 100
standard deviation of fitted slope: 0.096
same, large-sample formula: 0.094
fitted lifetime, 5th percentile: 2.8 ms
fitted lifetime, 95th percentile: 91.2 ms
lognormal 100 ppm lifetime: 23.9 s
lognormal / Weibull lifetime: 1626
local spread of ln(scale time): 0.5
lifetime factor from local spread: 0.861
same, simulated: 0.858
assumed defect density: 1.0 per cm2
large gates with a defect: 1000 ppm
defect density giving 100 ppm: 0.100 per cm2
stress current density: 30 A/cm2
series resistance: 10 ohm
voltage drop, small capacitor: 0.30 mV
voltage drop, large gate (upper): 300 mV
lifetime factor of drop, small: 1.0044
lifetime factor of drop, large (upper): 103
activation energy: 0.6 eV
cooler use temperature: 358 K
lifetime factor from cooler use: 7.1
all good
```
